# Exact exits from a basin of flickering vacancies in kinetic Monte Carlo

Suppose that vacancies hop among $n$ configurations, the basin, until one of them leaves through a gate. Let $k_{ij}$ be the rate from configuration $i$ to $j$, $R_{ia}$ the rate from $i$ out through gate $a$, and $K_i=\sum_jk_{ij}+\sum_aR_{ia}$ the total rate out of $i$. With $G_{ij}=K_i\delta_{ij}-k_{ij}$ and a row vector $p_0$ of starting probabilities, the joint density of exit time, last configuration and gate is

$$f_{ia}(t)=p_i(t)R_{ia},\qquad p(t)=p_0e^{-Gt}.$$

One draw from $f$ replaces all the hops inside the basin and keeps the statistics of the exit, including the correlation between when and where it happens. Three conditions are sufficient: the rates are constant until the exit, each hop is independent of earlier hops, and a gate can be reached from every configuration.

## Two sites by hand

**A gate on each side.** One vacancy sits on site L or site R. It flickers between them with rate $k$ in each direction, and it leaves from either site, through that site's own gate, with rate $r$. It starts on L. Counting gains and losses gives

$$\dot p_L=-(k+r)p_L+kp_R,\qquad \dot p_R=kp_L-(k+r)p_R .$$

In the sum of the two equations the flicker terms cancel, and in the difference they add:

$$\frac{d}{dt}(p_L+p_R)=-r(p_L+p_R),\qquad \frac{d}{dt}(p_L-p_R)=-(r+2k)(p_L-p_R).$$

Both combinations start at 1, so

$$p_{L,R}(t)=\tfrac12\left[e^{-rt}\pm e^{-(r+2k)t}\right].$$

The probability of still being inside is $S=p_L+p_R=e^{-rt}$, an exponential law. The gate nevertheless depends on the time. Among exits at time $t$, the fraction through the left gate is

$$\frac{rp_L}{rp_L+rp_R}=\tfrac12\left(1+e^{-2kt}\right).$$

It falls from 1 to 1/2 as the vacancy forgets its starting site. The overall left probability is

$$\int_0^\infty rp_L\,dt=\frac r2\left(\frac1r+\frac1{r+2k}\right)=\frac{r+k}{r+2k}.$$

This tends to 1/2 for fast flicker and to 1 for slow flicker. Drawing the time and the gate independently would reproduce both separate distributions here, but would lose the link between them.

**A gate on the right alone.** Now remove the left gate. In the order L, R,

$$G=\begin{pmatrix}k&-k\\-k&k+r\end{pmatrix}.$$

Its trace is $2k+r$ and its determinant is $k(k+r)-k^2=kr$. The decay rates therefore solve $\lambda^2-(2k+r)\lambda+kr=0$:

$$\lambda_\pm=k+\frac r2\pm\sqrt{k^2+\frac{r^2}{4}} .$$

Starting on L, $S(0)=1$. Also $\dot S(0)=0$, because L has no gate. The combination of the two exponentials that meets both conditions is

$$S(t)=\frac{\lambda_+e^{-\lambda_-t}-\lambda_-e^{-\lambda_+t}}{\lambda_+-\lambda_-}.$$

The exit-time density is $-\dot S$. Integration by parts gives the mean time $\tau=\int_0^\infty t(-\dot S)\,dt=\int_0^\infty S\,dt$, hence

$$\tau=\frac{\lambda_+/\lambda_--\lambda_-/\lambda_+}{\lambda_+-\lambda_-}
=\frac{\lambda_++\lambda_-}{\lambda_+\lambda_-}=\frac{2k+r}{kr}=\frac2r+\frac1k .$$

If the two sites were assumed to stay equilibrated at all times until the exit, the vacancy would spend half its time on R. The exit rate would be $r/2$ and the mean time $2/r$. The missing $1/k$ is the wait for the first crossing. It is negligible if $k\gg r$, and it matters if an internal barrier is as high as the gates.

This case also shows a numerical danger. For $r\ll k$ the slow rate $\lambda_-$ is a small difference of large numbers. Worse, a computer that stores $k+r$ in rounded form may have lost $r$ already. The same matrix can be written as a product:

$$G=C^TC,\qquad C=\begin{pmatrix}\sqrt k&-\sqrt k\\0&\sqrt r\end{pmatrix}.$$

Here $r$ has an entry of its own. The squares of the singular values of $C$ are the decay rates, and $k+r$ is never formed.

## Any number of configurations

For several vacancies the state $i$ must be the whole configuration, since one vacancy blocks and repels another. The gain-and-loss balance is

$$\dot p_j=\sum_ip_ik_{ij}-K_jp_j=-(pG)_j ,$$

which gives $p(t)=p_0e^{-Gt}$. In a short time $dt$, the probability of being in $i$ and leaving through $a$ is $p_i(t)R_{ia}dt$. This is the joint density stated at the start.

Let $\mathbf 1$ be the column of ones and $r_i=\sum_aR_{ia}$. Row $i$ of $G\mathbf 1$ is $K_i-\sum_jk_{ij}=r_i$. The survival probability $S=p\mathbf 1$ therefore obeys $-\dot S=pG\mathbf 1=\sum_ip_ir_i$, and the joint density factorises:

$$f_{ia}(t)=\left[-\dot S(t)\right]\frac{p_i(t)R_{ia}}{\sum_jp_j(t)r_j}.$$

The first factor is the density of the exit time. The second is the probability of $(i,a)$ given that time. The draw follows directly:

1. Take $u$ uniform between 0 and 1 and solve $S(t)=u$.
2. Choose $(i,a)$ with weight $p_i(t)R_{ia}$ at that $t$.

Step 1 is correct because $S$ falls continuously and strictly from 1 to 0, so the probability that the drawn time exceeds $t$ is the probability that $u<S(t)$, which is $S(t)$. The pair $(i,a)$ fixes the configuration after the exit. A new basin can be set up there, and that basin may allow the vacancy to hop back.

The averages come from the mean times $\theta_i$ spent in each configuration:

$$\theta=\int_0^\infty p\,dt=p_0G^{-1},\qquad \tau=\theta\mathbf 1,\qquad P_a=\sum_i\theta_iR_{ia}.$$

For the second moment, integrate by parts once and use $\int_0^\infty te^{-Gt}dt=G^{-2}$:

$$\langle t^2\rangle=\int_0^\infty t^2(-\dot S)\,dt=2\int_0^\infty tS\,dt=2p_0G^{-2}\mathbf 1 .$$

Configuration $i$ is left at rate $K_i$ while it is occupied. The mean number of hops, counting the exit itself, is therefore $\sum_i\theta_iK_i$. This gives the length of a brute-force run before it is started.

## Rates and a stable solution

In atomic units, vacancies of charge $q$ at positions $x_1,x_2$ along a field $F$, a distance $s$ apart, have the model energy

$$E=-qF(x_1+x_2)+\frac{q^2}{\varepsilon s}e^{-s/\ell},$$

with relative permittivity $\varepsilon$ and screening length $\ell$. For each hop take

$$k_{ij}=\nu\exp\left\{-\beta\left[B_{ij}+\tfrac12(E_j-E_i)\right]\right\},\qquad B_{ij}=B_{ji},\quad \beta=\frac1{k_BT},$$

where $\nu$ is the attempt frequency. Exits follow the same rule, with one vacancy outside the basin in the final state. Multiplying by $\pi_i=e^{-\beta E_i}$ gives

$$\pi_ik_{ij}=\nu\exp\left\{-\beta\left[B_{ij}+\tfrac12(E_i+E_j)\right]\right\}=\pi_jk_{ji},$$

which is detailed balance inside the basin. With $D=\mathrm{diag}(\pi)$, define $H=D^{1/2}GD^{-1/2}$. Its diagonal is still $K_i$. Since $\pi_i/\pi_j=k_{ji}/k_{ij}$, its off-diagonal elements are

$$H_{ij}=-\sqrt{\pi_i/\pi_j}\,k_{ij}=-\sqrt{k_{ij}k_{ji}} .$$

Now build $C$ as in the two-site case. Each connected pair $i,j$ gives a row with $\sqrt{k_{ij}}$ in column $i$ and $-\sqrt{k_{ji}}$ in column $j$. Each configuration gives a row with $\sqrt{r_i}$ in column $i$. In $C^TC$ the diagonal element is $\sum_jk_{ij}+r_i=K_i$ and the off-diagonal one is $-\sqrt{k_{ij}k_{ji}}$, so $C^TC=H$.

All decay rates are positive. If $Cx=0$, the exit rows force $x_i=0$ wherever there is a gate, and the pair rows carry this zero to every connected configuration. Hence $x=0$.

Let $\sigma_n$ be the singular values of $C$, $\lambda_n=\sigma_n^2$, and let the columns of $V$ be the eigenvectors of $H$. Then

$$p(t)=p_0D^{-1/2}Ve^{-\lambda t}V^TD^{1/2},\qquad S(t)=\sum_nc_ne^{-\lambda_nt},$$

where $e^{-\lambda t}$ is diagonal and $c_n=(p_0D^{-1/2}V)_n(V^TD^{1/2}\mathbf 1)_n$.

The equation $S(t)=u$ is solved by bisection between two safe limits. From $-\dot S\le r_{\max}S$ follows $S\ge e^{-r_{\max}t}$. From the sum follows $S\le e^{-\lambda_{\min}t}\sum_n|c_n|$. At the solution, therefore,

$$\frac{-\ln u}{r_{\max}}\le t\le\frac{1}{\lambda_{\min}}\ln\frac{\sum_n|c_n|}{u}.$$

Rounding with relative precision $\epsilon$ disturbs $C$ by about $\epsilon\sigma_{\max}$, and the smallest singular value can shift by that much. Because $\lambda=\sigma^2$, the relative error of $\lambda_{\min}$ can reach about $2\epsilon\sqrt{\lambda_{\max}/\lambda_{\min}}$. Forming $G$ directly disturbs its diagonal by about $\epsilon\lambda_{\max}$, which allows a relative error of order $\epsilon\lambda_{\max}/\lambda_{\min}$. Both are estimates of how large the error may become, not of its value in a given case.

## Interruptions and shortcuts

If a voltage pulse ends at $t_p$ before the drawn exit, that exit is discarded. The vacancies are still inside, and their configuration is drawn from $p(t_p)/S(t_p)$. Since hops have no memory, a new draw can start there with the rates of the new voltage. The same step serves when an event elsewhere changes the rates, provided that the timing of the event does not depend on the configuration inside the basin. Rates that drift continuously need a time-dependent $G$, and the formula $e^{-Gt}$ then fails.

One particular start makes time and place independent whatever the gates are. Let $g$ be the normalised row vector with $gG=\lambda_{\min}g$, the quasi-stationary distribution. Then $p(t)=e^{-\lambda_{\min}t}g$ and

$$f_{ia}(t)=\lambda_{\min}e^{-\lambda_{\min}t}\;\frac{g_iR_{ia}}{\lambda_{\min}} .$$

The time is exponential and the place does not depend on it. If all internal mixing is much faster than exit, $g$ approaches the Boltzmann distribution and the exit rate approaches $\sum_i\pi_ir_i/\sum_i\pi_i$. This is the equilibrated-basin approximation.

## Two vacancies on a ladder

The example has two vacancies of charge $+2$ on a ladder of four columns and two rows, with sites 3 Å apart. Choosing two of eight sites gives $8\cdot7/2=28$ configurations. Flicker within the left or right pair of columns has $B=0.45$ eV. Crossing the ridge between the halves has $B=0.75$ eV, and so have the four gates, one at each end of each row. The attempt frequency is $10^4$ per ns, $\varepsilon=25$ and $\ell=3$ Å.

The field is 1 MV/cm, or 0.01 V/Å, so a hop along it lowers the energy by $2\times0.01\times3=0.06$ eV. At 600 K, $k_BT=0.0517$ eV. Without field and repulsion, flicker would be faster than exit by $e^{0.30/0.0517}\approx330$. Both vacancies start in the left half, on a diagonal.

The exact mean exit time is 91.6 ns, or $3.79\times10^9$ atomic units of time. Ten thousand exits simulated hop by hop give $92.3\pm0.8$ ns, and as many accelerated draws give $91.4\pm0.8$ ns, with one standard error quoted. The left gates together take $0.144+0.140=0.284$ of the exits; hopping gives 0.282 and the accelerated draws 0.283.

The full distributions were tested too. Each set of exit times was compared with $S(t)$, and each joint table of configuration, gate and exit before or after 50 ns was compared with its exact probabilities. The p-values lie between 0.48 and 0.78. A direct comparison of the two sets of times gives 0.20. None of these indicates a difference.

Time and place are strongly linked. Of the exits in the first 50 ns, 51% go left; of the later ones, 14% do. Hopping gives 51% and 15%. The reason for the early excess is that a right gate cannot be reached before a vacancy has crossed the ridge. The two groups add up correctly: the probability of no exit in 50 ns is 0.619, so the left share is $0.381\times0.511+0.619\times0.145=0.284$.

The equilibrated-basin approximation gives 68.7 ns and a left share of 0.073. Its time is 25% below the exact mean, and its left share is about a quarter of the exact one. The ridge is as high as the gates, so the condition of fast mixing is not met. An exponential law with the correct mean does better for the time alone: its survival probability is wrong by at most 0.044 in absolute terms.

For a 50 ns pulse, hopping leaves 0.623 of the runs inside, against the exact 0.619. The configurations of these survivors agree with $p(t_p)/S(t_p)$, with a p-value of 0.91.

## What the acceleration saves

An exit takes 436 hops on average by the formula and $440\pm4$ in the simulation. The measured costs per exit are 75 µs for hopping and 65 µs for the accelerated draw. Hopping many walkers side by side costs about $74.5/440=0.17$ µs per hop. The 65 µs belongs to a plain implementation, which evaluates $S$ in 55 bisection steps and weighs every configuration and gate for each draw. It is not a limit of the method: a table of $-\ln S(t)$ made once per basin, followed by a few Newton steps, needs far fewer evaluations.

The gain grows with the number of hops per exit. With the other settings fixed, the mean time and hop count are 8.9 µs and 2,200 hops at 450 K, and 82 ms and 55,000 hops at 300 K. If the cost per hop stayed the same, hopping at 300 K would take about 9 ms per exit, some 140 times the accelerated cost measured at 600 K. This is a projection, not a timing. It also assumes that one decomposition of $C$ serves many draws, as it did here for ten thousand. A run that meets each basin once pays for the decomposition every time.

A deeper basin shows why the factor $C$ is worth having. With gates of 1.25 eV at 300 K and no field, the mean exit time is $4.6\times10^{16}$ ns, about a year and a half, and an exit takes $4\times10^{13}$ hops. Against a high-precision solution for the same rates, the mean time from $C$ has a relative error of $1\times10^{-13}$. A direct solution with $G$ has $8\times10^{-4}$. The first error is far below its estimated ceiling, so this case confirms the advantage of $C$ over an ordinary solve with $G$ but does not test the square-root law. For the mean time alone $C$ is not needed: an elimination that forms each pivot as a sum of the remaining rates also avoids the subtraction. $C$ is what supplies accurate modes for $S(t)$ and $p(t)$.

## Beside a real memory cell

The field, temperature and pulse length are meant for the rough regime of a heated filament in an oxide resistive memory: fields of order 1 MV/cm, several hundred kelvin, and pulses of nanoseconds to microseconds. The model describes no particular material, and the flicker barrier is low compared with vacancy migration in many bulk oxides. The screening length of 3 Å is also a model choice. For mobile electrons with an effective mass of up to five electron masses, it would take a density of about $10^{21}$ cm$^{-3}$ or more, and a field of 1 MV/cm would then drive a very large current unless the mobility were very low. The 92 ns is the time for one vacancy to leave one basin, not the switching time of a cell. Real cells break the assumption of constant rates, because current heats the filament and moving charge changes the field. A temperature of 610 K instead of 600 K already shortens the mean time to 73 ns, by 20%.

The electrostatics is less certain still. Changing one setting at a time, a screening length of 6 Å gives 65 ns, and a vacancy charge of $+1$ gives 160 ns. Multiplying $F$ in the energy by the Lorentz factor $(\varepsilon+2)/3=9$ drops the mean time to 0.8 ns. The lowest barrier is then 0.065 eV, hardly above $k_BT$, and the picture of separate activated hops is no longer reliable. This is simply the time for a macroscopic field of 9 MV/cm, comparable to or above the breakdown field of such oxides, and not a local-field correction at 1 MV/cm. In a periodic crystal the potential of the induced dipoles repeats from cell to cell, so a hop of length $a$ between equivalent sites changes the energy by $qFa$ with the macroscopic field, whatever the local field at the site. Detailed balance then fixes the ratio of forward to backward rates at $e^{\beta qFa}$, and a symmetric barrier falls by $qFa/2$ to first order in the field. The case shows only how sensitive the time is to the macroscopic field, which the shape of a filament can concentrate.

Two other neglected effects concern the single hop. At the original settings the leading tunnelling correction, $(h\nu/k_BT)^2/24$ with $\nu$ also taken as the barrier frequency, raises a rate by about 3%. The shortest mean stay in a configuration is about 200 vibration periods. Hops without memory are then reasonable if the released energy spreads into the lattice well within that time, which the model assumes and does not prove.

The complete figures are in the numerical output below.

## Computed results

```
Configurations in basin: 28
Temperature: 600 K; kT: 0.0517 eV
Field: 1.0 MV/cm; vacancy charge: +2 e
Field energy per hop: 0.060 eV
Site spacing: 3.0 A; screening length: 3.0 A
Relative permittivity: 25
Barriers flicker/ridge/gate: 0.45/0.75/0.75 eV
Attempt frequency: 10000 per ns
Lowest barrier with field and repulsion: 0.305 eV
Mean exit time, exact: 91.56 ns
Mean exit time, atomic units: 3.785e+09
Mean exit time, hopping: 92.32 ns +- 0.82
Mean exit time, accelerated: 91.40 ns +- 0.83
Standard deviation of exit time, exact: 82.61 ns
Slowest decay time: 78.76 ns
Gate shares 0-3, exact: 0.1441 0.1400 0.3579 0.3580
Gate shares 0-3, hopping: 0.1415 0.1409 0.3603 0.3573
Gate shares 0-3, accelerated: 0.1483 0.1345 0.3515 0.3657
Exits simulated by each method: 10000
p-value time law, hopping: 0.484
p-value time law, accelerated: 0.543
p-value times, hopping vs accelerated: 0.202
p-value joint table, hopping: 0.776
p-value joint table, accelerated: 0.580
Pulse length: 50 ns
No exit in pulse, exact/hopping: 0.6191/0.6230
p-value survivor configurations: 0.906
Left share of exits before pulse end, exact: 0.5109
Left share of exits after pulse end, exact: 0.1446
Left share before/after, hopping: 0.5066/0.1467
Largest error of exponential survival: 0.0444
Equilibrated-basin mean time: 68.68 ns
Equilibrated-basin left share: 0.0730
Hops per exit, exact: 435.6
Hops per exit, hopping: 439.8 +- 4.4
Measured cost per exit, hopping: 74.5 microseconds
Measured cost per exit, accelerated: 64.5 microseconds
At 450 K: mean time 8.947e+03 ns, hops 2.167e+03
At 300 K: mean time 8.204e+07 ns, hops 5.522e+04
Deep basin: gate 1.25 eV, 300 K, no field
Deep basin mean time: 4.5866e+16 ns
Deep basin hops per exit: 4.27e+13
Deep basin relative error, factored: 1.2e-13
Deep basin relative error, plain solve: 7.6e-04
Lorentz local-field factor (upper case): 9.0
Mean time with that factor: 0.814 ns
Lowest barrier then: 0.065 eV
Mean time, screening 6 A: 64.52 ns
Mean time, charge +1 e: 160.29 ns
Mean time, 610 K: 73.07 ns
Tunnelling correction to a rate: 0.027
Shortest mean residence: 198 vibration periods
```
